# Barrier Pinning by Gap States behind a Thin Interfacial Layer, part 2

A metal of work function $\Phi_M$ meets a semiconductor of affinity $\chi$ and gap $E_g$ through an insulating layer of thickness $\delta$ and permittivity $\varepsilon=\kappa\varepsilon_0$. We ask how the electron barrier $\phi_B=E_c-E_F$ depends on $\Phi_M$. All these except $\delta$ and the permittivities are energies; an electron has charge $-q$. Gap states of density $D_s$ per area and energy are neutral when filled to $\phi_0$ below the conduction edge. In equilibrium at zero bias, with thin, uniform charge sheets and depletion charge neglected,

$$
\phi_B=S(\Phi_M-\chi)+(1-S)\phi_0 ,\qquad
S=\frac{d\phi_B}{d\Phi_M}=\frac{1}{1+q^2D_s\delta/\varepsilon}. \tag{1}
$$

This solves the balance

$$
\phi_B+\chi-\Phi_M=\alpha(\phi_0-\phi_B),
\qquad \alpha=\frac{q^2D_s\delta}{\varepsilon}. \tag{9}
$$

Equivalently, $\phi_B=\Phi_M-\chi-q\delta Q_s/\varepsilon$, with gap-state charge $Q_s=-qD_s(\phi_0-\phi_B)$ per area. Further sheet charge at the semiconductor surface is added to $Q_s$ here.

With $x$ running from the metal surface into the layer, the local vacuum level $U$ and field $\mathcal E_x$ obey

$$
\frac{dU}{dx}=q\mathcal E_x . \tag{7}
$$

For a density $D(E)$, with $E$ and the Fermi level $e_F=E_g-\phi_B$ measured from the valence edge,

$$
S_{\rm local}=\frac{1}{1+q^2\delta D(e_F)/\varepsilon}. \tag{12}
$$

At finite temperature $D(e_F)$ becomes a thermal average around $e_F$. For uniform density, thermal smearing replaces $\phi_0-\phi_B$ in $Q_s$ by $\phi_0-\phi_B+\eta$, where

$$
\eta=kT\ln\!\left(1+e^{-e_F/kT}\right)
-kT\ln\!\left(1+e^{-(E_g-e_F)/kT}\right). \tag{6}
$$

The silicon example of section 12 has $\chi=4.05$ eV, $E_g=1.12$ eV, $\phi_0=0.77$ eV, $\delta=0.50$ nm, $\kappa=3.9$, $D_s=1.0\times10^{14}$ cm$^{-2}$ eV$^{-1}$ and a temperature of 300 K, giving $\alpha=2.32$ and $S=0.301$. For metals with $\Phi_M=4.3$, 4.7 and 5.1 eV, the barriers are 0.613, 0.734 and 0.854 eV, the gap-state charges $-2.51$, $-0.58$ and $+1.35$ µC/cm$^2$, and the oxide fields $-7.3$, $-1.7$ and $+3.9$ MV/cm. A numerical solution of Poisson's equation gave the same barriers.

### 13. Depletion charge

Let the silicon have $N_D=1.0\times10^{16}$ donors per cm$^3$. Its conduction edge in the bulk lies $V_n=0.207$ eV above the Fermi level. Near a contact with $\phi_B>V_n$ the electrons are driven away and the positive donors remain.

Write $u(x)=E_c(x)-E_F$. Poisson's equation for this electron energy is $u''=q\rho/\varepsilon_s$, where $\varepsilon_s$ is the permittivity of silicon. With holes neglected and Boltzmann statistics for electrons,

$$
\rho=qN_D\left[1-e^{-(u-V_n)/kT}\right].
$$

Multiply by $u'$ and integrate from the bulk, where $u=V_n$ and $u'=0$, to the surface, where $u=\phi_B$:

$$
\frac{u_s'^2}{2}=\frac{q^2N_D}{\varepsilon_s}
\left[\phi_B-V_n-kT\left(1-e^{-(\phi_B-V_n)/kT}\right)\right].
$$

The last exponential is negligible for a barrier many $kT$ above $V_n$. Gauss's law gives $Q_d=\varepsilon_s|u_s'|/q$, and hence

$$
Q_d=\sqrt{2\varepsilon_sN_D(\phi_B-V_n-kT)} . \tag{13}
$$

Adding $Q_d$ to $Q_s$ in the balance gives

$$
(1+\alpha)\phi_B=\Phi_M-\chi+\alpha\phi_0-\frac{q\delta Q_d}{\varepsilon}.
$$

After division by $1+\alpha$ the barrier is lower by $Sq\delta Q_d/\varepsilon$. For the 5.1 eV metal, $Q_d=0.045$ µC/cm$^2$, about one thirtieth of the gap-state charge. The shift is $-2.0$ meV. The numerical solution with electrons, holes and donors included gives the same value to that accuracy.

The slope changes as well. Define the depletion width by $W=Q_d/(qN_D)$. Differentiating (13) gives

$$
\frac{dQ_d}{d\phi_B}=\frac{\varepsilon_sN_D}{Q_d}=\frac{\varepsilon_s}{qW},
\qquad
\frac{d\phi_B}{d\Phi_M}=\frac{1}{1+\alpha+\delta\varepsilon_s/(\varepsilon W)} .
$$

The added term is the depletion capacitance $\varepsilon_s/W$ divided by the layer capacitance. For the 5.1 eV metal $W=283$ nm. With $\kappa_s=11.7$ for silicon, the term is $0.50\times11.7/(3.9\times283)=0.005$, against $1+\alpha=3.32$. At the 4.7 eV metal, formula and numerical solution both give a slope loss of $5.35\times10^{-4}$.

At this doping the neglect is therefore safe. What counts is the size of the shift, about 2 meV or less for all three metals, and not the ratio of the charges: near $\Phi_M=4.82$ eV the gap-state charge vanishes and $Q_d$ is the larger of the two, yet the shift is no greater. Equation (13) shows that the charge grows as $\sqrt{N_D}$ at fixed band bending, so the neglect must be checked again for heavy doping. Equation (13) also needs a correction if the surface fills with holes. At 5.1 eV the surface hole density is about 0.10 of the donor density. Within (1), the two become equal at $\Phi_M=5.29$ eV. Integrating the hole charge in the same way as the donor charge adds $kTp_s/N_D$ to the bracket in (13), where $p_s$ is the surface hole density. At equality this is only 0.026 eV beside 0.68 eV, but it grows exponentially with $\phi_B$, so (13) fails for barriers well above that point. The effect on the barrier stays small for longer: at $\Phi_M=5.65$ eV the holes outnumber the donors by about 55 to 1, yet the shift is only about $-4$ meV, while the slope falls by about 5 per cent.

### 14. The charges are not thin sheets

The metal's screening charge has a finite depth. In the Thomas–Fermi model, a small rise $w$ of the electron energy expels electrons in proportion to $w$ and leaves positive charge behind. Poisson's equation becomes $w''=w/\lambda^2$, with screening length $\lambda$. The solution that vanishes deep in the metal is $w=w_0e^{x/\lambda}$ for $x<0$, so that $w_0=\lambda w'(0)$. The metal thus adds an energy step equal to its surface slope times $\lambda$.

The gap states may also lie inside the semiconductor. We represent them by a sheet at a single depth $d$. States that decay gradually into the silicon feel a different potential at each depth and would need a solution of their own. The product of permittivity and field is the same at the metal surface, in the layer and in the silicon in front of the states. By (7) and Gauss's law the energy slope at these places is $-qQ_s$ divided by the local permittivity. Deeper in the metal the field decays, and the step there is the surface slope times $\lambda$. With permittivity $\varepsilon_0$ in the metal, the steps add to

$$
-qQ_s\left(\frac{\lambda}{\varepsilon_0}+\frac{\delta}{\kappa\varepsilon_0}
+\frac{d}{\kappa_s\varepsilon_0}\right)=-\frac{qQ_sL}{\varepsilon_0},
\qquad L=\frac{\delta}{\kappa}+\lambda+\frac{d}{\kappa_s}.
$$

The derivation of $S$ then goes through with $\delta/\varepsilon$ replaced by $L/\varepsilon_0$. The barrier now means $E_c-E_F$ at the depth of the gap states. The edge at the silicon surface differs from it by $qQ_sd/(\kappa_s\varepsilon_0)$ and has the larger slope $S[1+q^2D_sd/(\kappa_s\varepsilon_0)]$; with the values below it lies at 0.857 eV for the 5.1 eV metal and its slope is 0.312.

Take $\lambda=0.05$ nm and $d=0.30$ nm as rough values. The layer alone has $\delta/\kappa=0.128$ nm, but

$$
L=0.128+0.050+0.026=0.204\ \mathrm{nm}.
$$

With $D_s$ unchanged, $\alpha$ rises by the factor $0.204/0.128=1.59$, and $S$ falls from 0.301 to 0.213. This is a loss of 29 per cent relative to the first value. The barrier at 5.1 eV falls from 0.854 to 0.830 eV. A numerical solution that resolves the screening charge in the metal gives this barrier too.

Among the effects estimated here for this example, finite charge depth changes $S$ the most. With these values the other two terms of $L$ add 0.076 nm to the layer's 0.128 nm.

For a real metal, however, even the sign of the term $\lambda$ is uncertain. The Thomas–Fermi model ignores how the electron density spills out of the surface. In the jellium model, where the ions are smeared into a uniform background, the screening charge next to vacuum is centred somewhat less than 0.1 nm outside the edge of that background. Counted from that edge, $\lambda$ is then negative, which makes $L$ smaller and $S$ larger. The fall of $S$ to 0.213 therefore belongs to the values chosen here and is not a prediction for a real contact.

### 15. A U-shaped density of states

Let $D(E)$ be proportional to $1+c(E-E_g/2)^2$ with $c=10$ eV$^{-2}$, scaled to equal the previous $D_s$ at the neutral level. The barrier at 5.1 eV becomes 0.845 eV, so the Fermi level is $1.12-0.845=0.275$ eV above the valence edge. Relative to midgap at 0.56 eV, the ratio of densities is

$$
\frac{D(e_F)}{D_s}=\frac{1+10(0.275-0.56)^2}{1+10(0.35-0.56)^2}=1.26 .
$$

Equation (12) gives $S_{\rm local}=1/(1+2.32\times1.26)=0.255$. The numerical slope is 0.253. A difference of this sign is expected from temperature: the thermal average of a quadratic with positive curvature exceeds its value at the centre, which raises the effective density.

The barrier itself moves by 9 meV, while the slope falls by 0.048. Relative to their values for uniform density, these are changes of about 1 and 16 per cent. The barrier moves little here partly because the two densities were matched at the neutral level, and the Fermi level of this contact lies close to it.

### 16. What internal photoemission sees

In internal photoemission, light lifts electrons in the metal to energies at which they can enter the silicon conduction band. Here they must also tunnel through the oxide. The threshold is set by the highest point of the silicon conduction edge along the path, and the image force lowers that point.

An electron at distance $x$ from an ideal metal plane is attracted by its image at distance $2x$ with force $q^2/[4\pi\varepsilon_s(2x)^2]$. Integrating from $x$ to infinity gives the energy $-q^2/(16\pi\varepsilon_sx)$. Near the surface the depletion field has nearly constant magnitude $F_s=Q_d/\varepsilon_s$, and the conduction edge follows

$$
E(x)=\phi_B-qF_sx-\frac{q^2}{16\pi\varepsilon_sx}.
$$

Setting $dE/dx=0$ gives $x_m^2=q/(16\pi\varepsilon_sF_s)$. At this point the two negative terms are equal, so the lowering is

$$
\Delta_{\rm im}=2qF_sx_m=q\sqrt{\frac{qF_s}{4\pi\varepsilon_s}} . \tag{14}
$$

For the 5.1 eV metal this is 23 meV. It is an upper estimate within this static picture, because it puts the metal directly against the silicon. The real oxide gap screens less than the metal it replaces. If the lowering lies between zero and this estimate, the threshold lies between about 0.83 and 0.85 eV for the barrier computed in sections 12 and 13. This range leaves out the first few tenths of a nanometre of silicon. There the oxide, whose permittivity is lower than that of silicon, repels the electron and can raise the edge, but a continuum image force is not reliable at such short distances.

In the oxide-free picture of (14) the lowering has little effect on the slope. It varies as $F_s^{1/2}$, and $F_s$ varies as $(\phi_B-V_n-kT)^{1/2}$. Hence

$$
\frac{d\Delta_{\rm im}}{d\phi_B}=\frac{\Delta_{\rm im}}{4(\phi_B-V_n-kT)} .
$$

With $kT$ dropped in the denominator, this is roughly $0.023/(4\times0.65)=0.009$. The slope of the threshold against $\Phi_M$ is then about one per cent smaller than the slope of $\phi_B$. This estimate assumes the maximum at $x_m$. With the oxide present, the distant electron sees the metal as if it were set back by $\delta\kappa_s/\kappa=1.5$ nm; in a continuum treatment the edge then falls steadily with depth and has no such maximum, so the figure is only a guide.

### 17. Smaller effects and the speed of charging

Positive fixed charge $Q_f$ at the silicon surface enters the balance as $Q_d$ does and shifts the barrier by $-Sq\delta Q_f/\varepsilon$. For $10^{12}$ charges per cm$^2$ the shift is $-7.0$ meV. If the amount is the same for all metals and $D_s$ is uniform, the slope is unaffected.

Thermal smearing adds $\alpha\eta$ to the right side of (9) and so shifts the barrier by $(1-S)\eta$. At 400 K and $\Phi_M=5.1$ eV this is 0.01 meV. The gap also narrows. With a rough rate of 0.27 meV/K, and with $\chi$ and the height of the neutral level above the valence edge held fixed, $\phi_0$ falls by 27 meV from 300 to 400 K. The barrier changes by $-0.699\times27=-19$ meV.

The gap states exchange electrons with the metal by tunnelling. Under an oxide barrier $\Phi_{\rm ox}$ the wave function obeys $\psi''=k^2\psi$, with $k=\sqrt{2m\Phi_{\rm ox}}/\hbar$, and its square decays by $e^{-2k\delta}$. For $\Phi_{\rm ox}=3.0$ eV and a mass of 0.4 electron masses, this factor is $3.7\times10^{-3}$. With an assumed attempt rate of $10^{13}$ s$^{-1}$ and a prefactor of one, the time is

$$
\frac{1}{10^{13}\times3.7\times10^{-3}}=2.7\times10^{-11}\ \mathrm{s}.
$$

The barrier of 3.0 eV is only illustrative. States deep in the silicon gap see a higher barrier than electrons at the conduction edge, and for 4.0 eV the time would be about 2.4 times longer.

In true equilibrium the rate does not matter. It matters under bias or light, when one must ask whether the states still follow the metal. The time grows exponentially with $\delta$, so that assumption weakens quickly for thicker oxides.

### 18. The model beside real silicon contacts

The affinity, gap and permittivities used here are close to usual values for silicon and bulk silicon dioxide. The density $10^{14}$ cm$^{-2}$ eV$^{-1}$ is meant for a metal very close to silicon or for a poor interface. A good thermally grown and annealed oxide interface has far fewer states near midgap, roughly $10^{10}$ to $10^{11}$ cm$^{-2}$ eV$^{-1}$. With the upper figure and the same layer, $\alpha$ is about 0.002 and pinning by these states is negligible. An oxide of 0.50 nm is only a few atomic spacings thick, so its permittivity and uniformity are uncertain. The thin-sheet assumption is doubtful in such a contact. The values of section 14 move $S$ from 0.30 to about 0.21, while a metal whose screening charge lies outside its edge could move it the other way. The sheets are also taken as uniform along the layer. Yet 1.35 µC/cm$^2$ is only one elementary charge per 12 nm$^2$, a mean spacing of about 3.4 nm, which is several times the layer thickness. If the gap states are localised, the potential varies from place to place and (1) is only an estimate. The computed fields are 0.39 of a rough breakdown field of 10 MV/cm for the 5.1 eV metal and 0.73 of it for the 4.3 eV metal. These are thin-sheet values. The field is proportional to the gap-state charge and so to $S$, and with the charge depths of section 14 the two ratios fall to about 0.28 and 0.51. A breakdown field known from thicker films is in any case a loose guide here.

The formula also needs care as a design rule. At fixed $D_s$ and $\kappa$, a thicker layer gives a smaller $S$ and stronger pinning. An inserted layer weakens pinning if it reduces $D_s$ by a larger factor than it increases $L$, because $S$ depends on the product $D_sL$. Whether a given layer does so is a question about its chemistry and about the metal's wave functions, which this model takes as input.

### 19. From a measured slope to a density

Solving $S=1/(1+\alpha)$ for $\alpha$ gives $\alpha=(1-S)/S$. A small error $dS$ produces

$$
d\alpha=-\frac{dS}{S^2},\qquad
\frac{d\alpha}{\alpha}=-\frac{dS}{S(1-S)} .
$$

At $S=0.30$ an error of 0.03 in the slope changes $\alpha$ by about 14 per cent of its value. The relative error grows without bound toward both limits, so a slope close to 0 or 1 determines the density poorly.

The slope yields the product $D_sL$, not $D_s$. If the contact of section 14 were analysed with $\delta/\kappa$ in place of $L$, its slope of 0.213 would suggest a density 1.59 times the true one. This holds if the measurement sees the barrier at the depth of the states; the slope of 0.312 at the silicon surface would suggest about 0.95 times the true density. The thickness, the permittivity and the depth of the charges must come from other knowledge of the interface. The values used in this example are listed in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
affinity 4.05 eV; gap 1.12 eV
neutral level above valence edge 0.35 eV
neutral level below conduction edge 0.77 eV
oxide thickness 0.50 nm
relative permittivity: oxide 3.9, silicon 11.7
gap-state density 1.00e+14 cm^-2 eV^-1
donors 1.0e+16 cm^-3; temperature 300 K
band state densities Nc, Nv 3.0e+19, 3.0e+19 cm^-3
bulk conduction edge above Fermi level 0.207 eV
MAIN RESULT
q^2 Ds delta/eps = 2.320; in atomic units 2.320
pinning parameter S = 0.301; solver slope 0.301
density for S=1/2: 4.31e+13 cm^-2 eV^-1
  the same: 4.31e-03 eV^-1 angstrom^-2
solver slope at that density 0.500
metal 4.3 eV: Schottky limit 0.25 eV
  barrier 0.613 eV; solver 0.613 eV
  gap charge -2.510 uC/cm2; field -7.27 MV/cm
metal 4.7 eV: Schottky limit 0.65 eV
  barrier 0.734 eV; solver 0.734 eV
  gap charge -0.579 uC/cm2; field -1.68 MV/cm
metal 5.1 eV: Schottky limit 1.05 eV
  barrier 0.854 eV; solver 0.854 eV
  gap charge +1.351 uC/cm2; field +3.91 MV/cm
NEGLECTED EFFECTS, metal 5.1 eV
depletion charge 0.0453 uC/cm2
depletion width 283 nm
barrier shift by depletion -1.98 meV
  full solver shift -1.98 meV
slope loss by depletion at 4.7 eV 5.35e-04
  full solver slope loss 5.35e-04
surface holes/donors 0.096
holes equal donors at work function 5.29 eV
fixed charge 1e+12 cm^-2: shift -7.0 meV
image lowering, no oxide (upper) 23.2 meV
screening length 0.05 nm; state depth 0.30 nm
delta/kappa 0.128 nm; series 0.204 nm
  S 0.213; barrier 0.830 eV
U-shaped density, curvature 10 eV^-2
  slope 0.253; local formula 0.255
  barrier 0.845 eV
thermal smearing at 400 K +0.0108 meV
gap narrowing rate 0.27 meV/K (rough)
  barrier shift 300 to 400 K -18.9 meV
oxide field/rough breakdown 10 MV/cm: 0.39
tunnel barrier 3.0 eV; mass 0.4 m_e
  decay factor 3.65e-03; attempt rate 1e+13 1/s
  equilibration time 2.7e-11 s
```
